\section*{Effective vibrational temperature of a Si–H bond driven by hot carriers}

\section*{Question}

A hydrogen atom is bound to a silicon atom at a Si/SiO$_2$ interface. Hot carriers in the channel of a transistor excite the Si--H stretching vibration, and the silicon lattice damps it. Treat the vibration as a harmonic oscillator with levels $n=0,1,2,\dots$ and quantum $\omega$. Its coordinate $x$, measured from equilibrium, couples linearly and weakly to the surroundings, whose state is not altered by this one bond. Let $u$ be the rate of the transition $0\to1$ and $d$ the rate of $1\to0$, with $r=u/d<1$. The algebra is in atomic units, so $\hbar=1$ and $\omega$ is an energy; $k_B$ is kept so that temperatures are in kelvin.

Data: $\omega=0.26$ eV, $r=0.20$, $k_B=8.617\times10^{-5}$ eV/K.

\begin{enumerate}
\item[(a)] Express the rates $n\to n+1$ and $n+1\to n$ through $u$ and $d$.
\item[(b)] Find the steady populations, show that they define a temperature, and evaluate it. Discuss $r\to0$ and $r\to1$.
\item[(c)] Someone takes the ratio of the two rates that leave level 1 and puts it into the formula of part (b). What temperature results, and why is it wrong?
\item[(d)] The bond starts in its ground state. Find the mean number of quanta as a function of time.
\item[(e)] How far does the temperature move if $r$ is raised by 0.01, or $\omega$ by 0.01 eV, the other being held fixed?
\item[(f)] The lattice, at temperature $T_L$, has relaxation rate $\gamma=10^9$ s$^{-1}$. Carriers add a rate $J$ to $d$ and $sJ$ to $u$. Find the $J$ that produces the given $r$ at $T_L=300$ K, first for $s=1$, then for nondegenerate carriers with thermal energy $k_BT_c=0.5$ eV. Where does the effective temperature lie relative to $T_L$ and $T_c$?
\item[(g)] Estimate the effects of anharmonicity, of two-quantum jumps and of bond breaking on the temperature. Use a Morse curve of depth $D=3.0$ eV with first quantum 0.26 eV. Diagonalizing its Hamiltonian on a grid gives $|\langle2|x|0\rangle|^2/|\langle1|x|0\rangle|^2=0.0119$. For bond breaking, take a harmonic ladder of twelve levels whose top level also loses population at the rate $12u$. The smallest decay rate of its rate matrix, found numerically for the rates of part (f) with $s=1$, is $k=38$ s$^{-1}$.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Rates on the ladder}

For weak coupling, Fermi's golden rule gives a transition rate that is a product of two factors: the squared matrix element of $x$, and a function $G$ of the energy handed to the surroundings. With reduced mass $\mu$ and ladder operators $a$, $a^\dagger$,
\begin{equation}
x=\frac{a+a^\dagger}{\sqrt{2\mu\omega}},\qquad
|\langle n+1|x|n\rangle|^2=\frac{n+1}{2\mu\omega},
\end{equation}
because $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$. All elements between levels that are not neighbours vanish. Every upward step takes the same energy $\omega$ from the surroundings, so $G(-\omega)$ is common to all of them; likewise $G(\omega)$ is common to all downward steps. Relative to the lowest pair, only the factor $n+1$ changes:
\begin{equation}
W_{n\to n+1}=(n+1)u,\qquad W_{n+1\to n}=(n+1)d .
\end{equation}
The ratio of opposite rates between the same two levels is therefore $r$ on every rung.

\subsection*{(b) Steady state and temperature}

Let $P_n$ be the population of level $n$. The net upward flow between $n$ and $n+1$ is
\begin{equation}
F_n=(n+1)\left(uP_n-dP_{n+1}\right),
\end{equation}
and the populations obey
\begin{equation}
\frac{dP_n}{dt}=F_{n-1}-F_n,\qquad F_{-1}=0,
\end{equation}
since there is no level below $n=0$. In the steady state the equation for $n=0$ gives $F_0=0$. The equation for $n=1$ then gives $F_1=F_0=0$, and so on up the ladder. Each flow vanishes separately, the factor $n+1$ cancels, and
\begin{equation}
\frac{P_{n+1}}{P_n}=\frac{u}{d}=r,\qquad P_n=(1-r)r^n .
\end{equation}
The prefactor follows from $\sum_n r^n=1/(1-r)$, which requires $r<1$. For $r\ge1$ this unlimited ladder has no normalizable steady state.

A Boltzmann distribution over equally spaced levels has $P_{n+1}/P_n=e^{-\omega/k_BT}$. The two distributions coincide for all $n$ if $r=e^{-\omega/k_BT}$. Taking the logarithm and solving for $T$,
\begin{equation}
T_{\rm eff}=\frac{\omega}{k_B\ln(1/r)} .
\label{eq:T}
\end{equation}
With $\ln(1/0.20)=1.6094$,
\begin{equation}
k_BT_{\rm eff}=\frac{0.26}{1.6094}\ {\rm eV}=0.1615\ {\rm eV},\qquad
T_{\rm eff}\approx1875\ {\rm K}.
\end{equation}
The populations of the four lowest levels are 0.80, 0.16, 0.032 and 0.0064. The temperature summarizes these numbers for one mode. It does not say that the silicon around the bond is at 1875 K.

As $r\to0$, the temperature tends to zero, but slowly, because $r$ enters through a logarithm. As $r\to1$, $\ln(1/r)\approx1-r$, so $k_BT_{\rm eff}\approx\omega/(1-r)$ grows without bound.

\subsection*{(c) Two rates out of the same level}

From level 1 the upward rate is $2u$ and the downward rate is $d$. Their ratio is $2r=0.40$, and inserting it in Eq.~\eqref{eq:T} gives
\begin{equation}
\frac{0.26\ {\rm eV}}{(8.617\times10^{-5}\ {\rm eV/K})\ln(1/0.40)}\approx3290\ {\rm K}.
\end{equation}
This is wrong because the condition $F_n=0$ compares opposite transitions between one pair of levels. The rates leaving level $n$ have ratio $r(n+1)/n$, which depends on $n$ and cannot define one temperature. A quoted ``upward-to-downward ratio'' must therefore say which transitions it compares.

\subsection*{(d) Approach to the steady state}

Let $\bar n=\sum_n nP_n$. Multiply the population equation by $n$ and sum. In the sum over $nF_{n-1}$, rename $n-1$ as $n$:
\begin{align}
\frac{d\bar n}{dt}&=\sum_{n\ge0}(n+1)F_n-\sum_{n\ge0}nF_n=\sum_{n\ge0}F_n\\
&=u\sum_{n\ge0}(n+1)P_n-d\sum_{n\ge0}(n+1)P_{n+1}\\
&=u(\bar n+1)-d\,\bar n=u-(d-u)\bar n .
\end{align}
The populations are assumed to fall fast enough with $n$ for the sums to converge. With $\bar n(0)=0$ the solution is
\begin{equation}
\bar n(t)=\frac{r}{1-r}\left[1-e^{-(d-u)t}\right],
\end{equation}
where $u/(d-u)=r/(1-r)$ was used. The final value is $0.20/0.80=0.25$ quanta, or $0.25\times0.26=0.065$ eV above the ground level.

This energy is well below $k_BT_{\rm eff}=0.1615$ eV, the thermal energy of a classical oscillator. The mode is still in the quantum regime, with four fifths of the population in the ground level. In the limit $r\to1$ both the mean energy $\omega r/(1-r)$ and $k_BT_{\rm eff}$ grow without bound, and their ratio tends to 1.

\subsection*{(e) Sensitivity to the data}

At fixed $r$, $T_{\rm eff}$ is proportional to $\omega$. At fixed $\omega$, write $L=\ln(1/r)=-\ln r$, so that $dL/dr=-1/r$ and
\begin{equation}
\frac{\partial T_{\rm eff}}{\partial r}
=-\frac{\omega}{k_BL^2}\frac{dL}{dr}
=\frac{T_{\rm eff}}{r\ln(1/r)} .
\end{equation}
To first order, the two changes are
\begin{equation}
\frac{1875\times0.01}{0.20\times1.6094}\ {\rm K}\approx58\ {\rm K},\qquad
\frac{1875\times0.01}{0.26}\ {\rm K}\approx72\ {\rm K}.
\end{equation}
The figure 1875 K thus treats the inputs as exact. If $r$ is known only to $\pm0.01$, the temperature is known to about 3\%.

\subsection*{(f) Carrier drive}

A thermal lattice gives the upward rate $\gamma N$ and the downward rate $\gamma(N+1)$, where $N=1/(e^{\omega/k_BT_L}-1)$ is the Bose factor at energy $\omega$. These forms express that the two rates have the thermal ratio $e^{-\omega/k_BT_L}$ and the difference $\gamma$. Silicon phonons reach only about 0.065 eV, so several of them must share each vibrational quantum, and $\gamma$ can itself depend on $T_L$. Adding the carriers,
\begin{equation}
u=\gamma N+sJ,\qquad d=\gamma(N+1)+J .
\end{equation}
Insert these in $u=rd$ and collect the terms in $J$:
\begin{equation}
(s-r)J=\gamma\left[r(N+1)-N\right],\qquad
J=\gamma\,\frac{r(N+1)-N}{s-r}.
\end{equation}
At 300 K, $N=4.3\times10^{-5}$ is negligible here. For $s=1$,
\begin{equation}
J\approx\frac{0.20}{0.80}\,\gamma=2.5\times10^{8}\ {\rm s}^{-1}.
\end{equation}
Then $u=2.5\times10^8$ s$^{-1}$ and $d=1.25\times10^9$ s$^{-1}$. Their difference is $\gamma$, so the settling time $1/(d-u)$ of part (d) is 1.0 ns.

To find $s$ for thermal carriers, pair each exciting event, in which a carrier falls from energy $E+\omega$ to $E$, with its reverse. Both have the same squared matrix element and the same product of state densities. For nondegenerate carriers the final states are nearly empty, so the two rates differ only through the initial occupations:
\begin{equation}
s=\frac{e^{-(E+\omega)/k_BT_c}}{e^{-E/k_BT_c}}=e^{-\omega/k_BT_c}.
\end{equation}
This does not depend on $E$, so it holds for the total rates. (The same $s$ follows for a Fermi--Dirac distribution $f$ of any degeneracy, since $f(E+\omega)[1-f(E)]/\{f(E)[1-f(E+\omega)]\}=e^{-\omega/k_BT_c}$.) For $k_BT_c=0.5$ eV it gives $s=e^{-0.52}=0.5945$ and
\begin{equation}
J\approx\frac{0.20}{0.5945-0.20}\,\gamma=5.1\times10^{8}\ {\rm s}^{-1}.
\end{equation}
The required $J$ doubles, while $T_{\rm eff}$ is unchanged because $r$ is held fixed. The exciting rate $sJ$ rises less, from $2.5\times10^8$ to $3.0\times10^8$ s$^{-1}$.

For the last question, define $r_L=N/(N+1)=e^{-\omega/k_BT_L}$. Then
\begin{equation}
r=\frac{\gamma(N+1)\,r_L+J\,s}{\gamma(N+1)+J}
\end{equation}
is a weighted mean of $r_L$ and $s$. Since Eq.~\eqref{eq:T} increases with $r$, $T_{\rm eff}$ lies between $T_L$ and $T_c$. It equals $T_L$ without carriers and approaches $T_c$ when the carriers dominate. With the lattice at 300 K, thermal carriers can therefore produce $T_{\rm eff}=1875$ K only if they are themselves hotter than 1875 K.

\subsection*{(g) Corrections for a real bond}

\paragraph{Unequal quanta.} The Morse levels, measured from the bottom of the well, are
\begin{equation}
E_n=\omega_e\left(n+\tfrac12\right)-y\left(n+\tfrac12\right)^2,\qquad y=\frac{\omega_e^2}{4D},
\end{equation}
so that $E_{n+1}-E_n=\omega_e-2y(n+1)$. Setting the first quantum $\omega_e-2y$ to 0.26 eV with $D=3.0$ eV gives $2y=0.0124$ eV, and the second quantum is 0.2476 eV. If neighbour jumps keep $r=0.20$ on each rung, the populations remain geometric but the energies are no longer equally spaced. The second rung then has the temperature
\begin{equation}
\frac{0.2476}{0.26}\times1875\ {\rm K}\approx1790\ {\rm K},
\end{equation}
about 5\% below the first. The shift grows up the ladder: the rung from level 4 to 5 has about 1520 K. It comes from holding $r$ fixed on every rung. A single bath in equilibrium would give each rung the ratio that belongs to its own quantum, and one temperature for all levels. For a driven bond a single temperature is an approximation.

\paragraph{Two-quantum jumps.} Let $\sigma=0.0119$ be the given relative strength, and assume that the ratio $r$ also applies to the pair $0,2$. This is the case for $s=1$ and a cold lattice if the coupling to the surroundings is equally strong at $\omega$ and $2\omega$. Balance at level 0 reads
\begin{equation}
uP_0(1+\sigma)=dP_1+\sigma dP_2 .
\end{equation}
Divide by $dP_0$ and use $P_2/P_0\approx r^2$ in the small term:
\begin{equation}
\frac{P_1}{P_0}\approx r\left[1+\sigma(1-r)\right]=1.0095\,r .
\end{equation}
This lowers the logarithm from 1.6094 to 1.6000 and raises the first-rung temperature to about 1886 K. A numerical steady state of the lowest twelve Morse levels, with all jumps allowed and the same $r$ for every pair, also gives 1886 K for the first rung, and 1829 K for the second. With this common ratio, the populations of levels 0 to 2 change by less than 5\%, but that of level 5 is 1.42 times its value with neighbour jumps alone.

Had the pair $0,2$ the ratio $r^2$, as equally spaced levels have in a thermal bath, its two flows would cancel for $P_2/P_0=r^2$ and the correction would vanish.

\paragraph{Bond breaking.} With a slow escape the populations keep their shape while all decay as $e^{-kt}$. At level 0,
\begin{equation}
-kP_0=-uP_0+dP_1\quad\Rightarrow\quad \frac{P_1}{P_0}=r-\frac{k}{d}.
\end{equation}
Here $k/d=38/(1.25\times10^9)\approx3\times10^{-8}$. By part (e) the temperature falls by about $2\times10^{-4}$ K, which is negligible. The value of $k$ itself is not a lifetime prediction. It depends on the high levels, which the larger jumps change most, and on the number of rungs: the Morse well above holds 22 bound levels, not twelve. Let only its top level escape, at the rate $u$ times the relative strength of $x$ from that level to the unbound states. The same $u$ and $d$ then give a lifetime of about $4\times10^4$ s with neighbour jumps alone, and about 4 s with all jumps at the common ratio $r$. The temperature shift stays negligible in these cases.

\paragraph{Comparison with devices.} A stretch quantum near 0.26 eV is typical of Si--H. The depth of 3 eV and the relaxation time of 1 ns are rough values, and relaxation at a disordered interface may be much faster; at fixed $r$ the required $J$ grows in proportion to $\gamma$. The ratio 0.20 represents very strong drive: the twelve-level ladder would lose its hydrogen in about $1/k\approx26$ ms, and the Morse ladder within seconds to hours, depending on the jumps allowed. None of these can be the usual state of bonds in a transistor meant to work for years. A carrier thermal energy of 0.5 eV is likewise high. A lattice at 400 K instead of 300 K, with $\gamma$ and $r$ fixed, changes $J$ by only 0.2\% for $s=1$; but $\gamma$ itself is not fixed in practice (for decay into four equal phonons of 0.065 eV it would rise by nearly 40\%), and $J$ follows it. Real bonds break the assumption of equal quanta; with $r$ held fixed on every rung this moves the second-rung temperature by up to 5\% in the cases above, and higher rungs by more. Real hot carriers need not have a thermal distribution; $s$ must then be found from the actual one. In part (f), going from $s=1$ to $s=0.5945$ doubled the inferred $J$, and the formula there shows that $J$ grows without bound as $s$ falls towards $r$. Coupling to bending modes and direct jumps into the continuum are left out, and their effect is not estimated here.

Numbers in the example were calculated in double precision.
